\section*{Why mean field overestimates Curie temperatures of dilute magnetic semiconductors}

\section*{The question}

Magnetic atoms occupy a random fraction $x$ of the sites of an fcc lattice, as manganese does on the cation sublattice of a zinc-blende semiconductor. Their exchange couplings are ferromagnetic and decay quickly with distance. Mean field turns the sum of these couplings into a Curie temperature. Why can that temperature be far too high when $x$ is a few percent, and how large is the error?

\section*{Mechanism: strong pairs do not make a connected magnet}

A strong coupling aligns two atoms that happen to be close neighbours. It does not fix the direction in which the pair points. If the pair has no coupling to the rest of the crystal, it rotates freely and its average moment is zero at every positive temperature. The same holds for any finite cluster. Ferromagnetism needs a connected path of couplings through the whole sample, and in a dilute system with decaying exchange the weak couplings complete that path.

Mean field replaces the neighbours of each atom by an average moment. A strong bond then counts in full, whether it belongs to a path through the crystal or joins two otherwise isolated atoms.

To make this quantitative, take classical unit spins $\mathbf e_i$ at fixed random positions, with
\begin{equation}
H=-\sum_{i<j}J_{ij}\,\mathbf e_i\cdot\mathbf e_j,\qquad J_{ij}\ge 0 .
\end{equation}
Each pair is counted once. The algebra uses atomic units with $k_B=1$, so $T$ is an energy; numerical energies are in eV.

\section*{The mean-field formula}

Let every magnetic atom have the average moment $m$ along $z$. A site at separation $\mathbf R$ is occupied with probability $x$, so the average field on a spin is
\begin{equation}
h=xJ_0m,\qquad J_0=\sum_{\mathbf R\ne0}J(\mathbf R).
\end{equation}
With $c=\cos\theta$ and $y=h/T$, the partition function of one spin is
\begin{equation}
z(y)=\int_{-1}^{1}e^{yc}\,dc=\frac{2\sinh y}{y}.
\end{equation}
The average of $c$ is the derivative of $\ln z$, which gives the self-consistency condition
\begin{equation}
m=\coth y-\frac1y=\frac y3+O(y^3).
\end{equation}
At the transition $m\to0$, and the linear term suffices: $m=xJ_0m/(3T)$. Dividing by $m$ gives
\begin{equation}
T_{\rm MF}=\frac{x}{3}\sum_{\mathbf R\ne0}J(\mathbf R).
\label{mf}
\end{equation}
This is positive for every $x>0$. It depends on the sum of the couplings and contains no information about their connectivity.

\section*{Nearest neighbours: the true result below threshold}

Let the coupling be $J_1$ between nearest neighbours and zero otherwise. Occupied sites joined by such bonds form clusters of sizes $s_c$. With $\mathbf M=N^{-1}\sum_i\mathbf e_i$,
\begin{equation}
N\langle M^2\rangle=\frac1N\sum_{i,j}\langle\mathbf e_i\cdot\mathbf e_j\rangle .
\end{equation}
If $i$ and $j$ lie in different clusters, one cluster can be rotated without changing the energy, so their correlation averages to zero. Within a cluster the correlation is at most one. Therefore
\begin{equation}
N\langle M^2\rangle\le S,\qquad S=\frac1N\sum_c s_c^2 .
\label{bound}
\end{equation}
As $T\to0$, the spins of each cluster become parallel and equality is reached. $S$ is the mean size of the cluster to which a randomly chosen magnetic atom belongs. If it stays finite as $N\to\infty$, then $\langle M^2\rangle\le S/N\to0$, and there is no ferromagnetic order at any $T>0$.

For small $x$ this can be proved by counting paths. Every other atom of a cluster is reached from a chosen atom by a path that visits no site twice. There are at most $12$ choices for the first step and $11$ for each later one, and the $n$ new sites of an $n$-step path are all occupied with probability $x^n$. Hence, for $x<1/11$,
\begin{equation}
S\le1+\sum_{n=1}^{\infty}12\,(11)^{n-1}x^n
=1+\frac{12x}{1-11x}.
\end{equation}
At $x=0.08$ the bound is $1+0.96/0.12=9$. The simulated samples have $S=2.9$, and 37\% of their atoms have no magnetic nearest neighbour, in agreement with $(1-x)^{12}=0.368$.

Path counting is too generous to locate the threshold itself. Clusters that wrap around periodic cells of edge 12 lattice constants first appear at an average $x=0.201\pm0.002$, where the uncertainty is the sampling error and excludes the finite-size shift. A threshold near 20 percent belongs to nearest-neighbour coupling only: with two shells the estimate falls to $0.133$, and with three to $0.063$.

Take $J_1=0.060$ eV and $x=0.08$. Mean field gives
\begin{equation}
T_{\rm MF}=\frac{0.08\times12\times0.060\ {\rm eV}}{3}=0.0192\ {\rm eV},
\end{equation}
or 223 K, whereas the true Curie temperature is zero. At this mean-field temperature a Monte Carlo calculation gives $N\langle M^2\rangle=2.1$. On cooling to $T=0.01J_1$ it becomes 2.8, close to the cluster value 2.9. The clusters align internally, and nothing aligns them with each other.

\section*{Why treating every site separately does not help}

The averaging over sites might seem to be the fault. Suppose instead that each spin keeps its own moment $m_i$ and its actual neighbours. Linearizing the same single-spin response gives
\begin{equation}
m_i=\frac1{3T}\sum_jJ_{ij}m_j,\qquad
T_{\rm site}=\frac{\lambda_{\max}(J)}3,
\end{equation}
where $\lambda_{\max}$ is the largest eigenvalue of the coupling matrix. The Rayleigh quotient of any vector is a lower bound on $\lambda_{\max}$. The uniform vector gives
\begin{equation}
\lambda_{\max}\ge\frac1N\sum_{i,j}J_{ij}.
\end{equation}
The right side is the sample's average coupling sum, so site resolution cannot lower the prediction made from that average.

A regular tetrahedron of four coupled spins shows what goes wrong. Its largest eigenvalue is $3J$, so mean field makes it order at $T=J$. At that temperature the exact average of the squared total spin is 9.74, out of a maximum of 16. The spins are strongly correlated, but $\langle\sum_i\mathbf e_i\rangle=0$ because the tetrahedron can rotate as a whole. Mean field mistakes internal alignment for a fixed direction.

\section*{How local RPA restores the missing rotation}

The random-phase approximation (RPA) in its local form allows for this rotation. Let $u_i$ be one transverse component of spin $i$. Tilting a moment $m_i$ in its molecular field $h_i=\sum_jJ_{ij}m_j$ through a small angle $u_i/m_i$ costs $h_iu_i^2/(2m_i)$. Adding the coupling between transverse components gives
\begin{equation}
E=\frac12\sum_{i,j}u_iK_{ij}u_j,\qquad
K_{ij}=\delta_{ij}\frac{h_i}{m_i}-J_{ij}.
\end{equation}
Inserting $h_i$ and collecting the terms of each pair completes a square:
\begin{equation}
E=\frac12\sum_{i<j}J_{ij}m_im_j
\left(\frac{u_i}{m_i}-\frac{u_j}{m_j}\right)^2 .
\end{equation}
Classical equipartition gives $\langle u_i^2\rangle=T(K^{-1})_{ii}$. At the Curie point the spin is isotropic and has unit length, so each component must have variance $1/3$:
\begin{equation}
T(K^{-1})_{ii}=\frac13 .
\label{rpa}
\end{equation}
For an isolated finite cluster, the choice $u_i\propto m_i$ is a common rotation and costs no energy. The variance then diverges for every $T>0$, and Eq.~(\ref{rpa}) has no solution at positive temperature. Local RPA therefore recognizes a missing connection that mean field ignores.

The opposite limit, $x=1$ with nearest-neighbour coupling, can be solved by Fourier transformation. All $m_i$ are equal, and $K_{\mathbf k}=12J_1(1-\gamma_{\mathbf k})$, where $\gamma_{\mathbf k}$ is the average of $\cos(\mathbf k\cdot\mathbf R)$ over the twelve neighbours. Equation~(\ref{rpa}) becomes
\begin{equation}
T_{\rm RPA}=\frac{4J_1}{W},\qquad
W=\left\langle\frac1{1-\gamma_{\mathbf k}}\right\rangle_{\mathbf k}=1.345 .
\end{equation}
Since $T_{\rm MF}=4J_1$, the ratio is $0.74$. Fluctuations matter in the full lattice too, but there they change the temperature by a moderate factor. Dilution can reduce it to zero.

\section*{Couplings beyond nearest neighbours}

Real exchange does not stop at the first shell. Let
\begin{equation}
J(R)=J_1e^{-(R-R_1)/\ell},
\end{equation}
with lattice constant $5.6$ angstrom, $\ell=1.2$ angstrom, and $J_1$ and $x$ as before. Keep four shells, with 12, 6, 24 and 12 sites. Their couplings are 0.0600, 0.0153, 0.0054 and 0.0022 eV. Equation~(\ref{mf}) gives
\begin{align}
J_0&=0.7200+0.0917+0.1286+0.0265=0.967\ {\rm eV},\\
T_{\rm MF}&=\frac{0.08\times0.967\ {\rm eV}}3=0.0258\ {\rm eV},
\end{align}
or 299 K. The first shell supplies 74\% of this value. Yet $x=0.08$ lies below the two-shell threshold and above the three-shell one, so order needs links no stronger than the third-shell coupling, which is eleven times weaker than $J_1$. Site-resolved mean field gives 801 K for one sample of 553 spins, and its leading eigenvector is concentrated on about six of them.

The limit of very strong $J_1$ separates the two roles of exchange. Nearest-neighbour clusters are then rigid, and a cluster of $s$ spins has moment $s$. In a weak field $h$ per spin its average moment is $s(sh/3T)$. Averaging over clusters multiplies the single-spin response by $S$. If the weak couplings are treated as a mean field between clusters,
\begin{equation}
T_{\rm rigid}\simeq\frac{xS}{3}\sum_{R>R_1}J(R).
\label{rigid}
\end{equation}
$J_1$ has disappeared: once the clusters are rigid, making them more rigid gains nothing. With $S=2.9$ and a weak-coupling sum of $0.247$ eV, this estimate is 0.019 eV. It is still a mean-field estimate for the links, and it also counts some weak links inside a cluster, so it shows the saturation and not the actual Curie temperature.

\section*{Monte Carlo estimate}

The simulation keeps the random positions and the thermal rotation of the spins. Choose a random unit vector $\mathbf r$ and write $p_i=\mathbf e_i\cdot\mathbf r$. Reversing the component $p_i$ of one spin of a pair costs $2J_{ij}p_ip_j$. Joining pairs for which this cost is positive with probability
\begin{equation}
P_{ij}=1-e^{-2J_{ij}p_ip_j/T},
\end{equation}
and reflecting each resulting cluster with probability $1/2$, preserves the Boltzmann distribution: the probability $e^{-2J_{ij}p_ip_j/T}$ of leaving an aligned pair unjoined equals the ratio of the reversed to the aligned weight. For the tetrahedron at $T=J$ this procedure gives a squared total spin of 9.79, against 9.74 by direct integration.

To locate the transition, let $\chi_0$ be the mean squared total spin and $\chi_k$ the same quantity at the smallest wave number $k=2\pi/L$ of a cell of edge $L$. The long-wavelength form $\chi_k=\chi_0/(1+k^2\xi^2)$ defines
\begin{equation}
\frac{\xi}{L}=\frac1{2\pi}\sqrt{\frac{\chi_0}{\chi_k}-1}.
\end{equation}
Above the transition $\xi$ is finite and this ratio falls with $L$; in the ordered phase it grows. The temperature at which cells of edge 7 and 12 lattice constants agree is the estimate of $T_C$. Two independent sets of random positions give 44 K and 43 K, with mean $0.0038$ eV. In these short runs, mean field for the four-shell model is too high by a factor of about seven.

The agreement of the two sets to 1 K is partly chance: the scatter from disorder and sampling is a few kelvin. The full nearest-neighbour lattice exposes a larger, systematic error. There the same method, with smaller cells, gives $0.95T_{\rm MF}$, while the accepted ratio from extensive simulations is roughly 0.8. The runs are short, 70 sweeps of which 14 are discarded, and start from aligned spins. Alignment left over from the start makes the larger cell look more ordered than it is, which raises the estimate. Runs of several hundred sweeps with the first half discarded bring the full lattice down to $0.79T_{\rm MF}$ with the same cells. For the four-shell model such runs give about 35 K with cells of edge 7 and 12 and about 40 K with cells of edge 12 and 18. The short-run value is thus too high by 10 to 25\%, and mean field is too high by a factor of about eight. The dilute temperatures should be read as estimates of scale.

\section*{Changing strength and changing range}

Two changes separate the strength of the close pairs from the connectivity. First, triple $J_1$ and hold the positions and all other couplings fixed. Mean field rises by a factor of 2.5. The Monte Carlo temperature changes by 5\% in the short runs and by roughly 10\% in longer ones, which is comparable to the uncertainty of the method; a rise of ten or twenty percent is not excluded, but one by a factor of 2.5 is. This is the saturation expected from Eq.~(\ref{rigid}).

Second, give all sites of the first seven shells the same coupling. An atom then has on average $0.08\times134=10.7$ coupled partners. The Monte Carlo temperature is $0.79T_{\rm MF}$, compared with $0.15T_{\rm MF}$ for the decaying four-shell exchange. Even an error of the size seen in the full lattice would leave a wide gap. Low concentration alone does not ruin mean field; low concentration combined with short range does.

The four-shell cutoff is itself a severe approximation. Restoring the exponential tail up to shell seven raises mean field by 4\%, to 312 K, but multiplies the Monte Carlo estimate by 1.9, to about 84 K. This value is not converged in run length: runs of about 500 sweeps with the same cell sizes give about 60 K, roughly 1.7 times the four-shell value from runs of similar length. The overestimate by mean field then falls from about eight to about five. The direction fits the mechanism, since the tail adds links between clusters. The size is surprising: the tail adds about 17\% to the weak-coupling sum in Eq.~(\ref{rigid}), which would not by itself explain a rise of 70\% or more; leftover alignment accounts for only a small part of the ratio. This comparison uses one disorder set and the same short runs, so the factor 1.9 is a warning of strong sensitivity and not a precise correction.

\section*{Relation to real semiconductors}

The parameters are round values in the rough regime of manganese-doped III--V semiconductors: a lattice constant near that of GaAs, several percent of manganese, and exchange of tens of meV between close atoms. The decay length is a deliberately short choice. Where carriers mediate exchange that stays ferromagnetic over longer distances, the error of mean field should be smaller, as the equal-coupling case indicates.

Among the neglected effects, only the exchange tail has been sized for $T_C$ itself. Quantum spins with $S_{\rm spin}=5/2$, at fixed $J_{ij}$ defined for normalized spins, multiply the mean-field temperature by $(S_{\rm spin}+1)/S_{\rm spin}=1.4$; the effect on the true $T_C$ was not calculated. The largest dipolar energy of a nearest pair is $4\times10^{-5}$ eV, below 1\% of the third-shell exchange. Real samples can also break the assumptions of random placement, purely ferromagnetic exchange and temperature-independent couplings. Clustering of the magnetic atoms, antiferromagnetic superexchange and changes in carrier density are not sized here, so neither 44 K nor 84 K predicts the Curie temperature of a particular material. The numerical output gives the individual values.

For a dilute magnet with short-range ferromagnetic exchange, a large $J_1$ is therefore poor evidence for a high Curie temperature. The couplings at the distance where the magnetic atoms first form a connected network, and those beyond it, deserve the closer look.

\section*{Computed values}
\begin{verbatim}
Lattice constant: 5.6 angstrom
Exchange decay length: 1.2 angstrom
Magnetic fraction x: 0.08
Shell 1: 12 sites, R = 3.960 angstrom, J = 0.06000 eV
Shell 2: 6 sites, R = 5.600 angstrom, J = 0.01529 eV
Shell 3: 24 sites, R = 6.859 angstrom, J = 0.00536 eV
Shell 4: 12 sites, R = 7.920 angstrom, J = 0.00221 eV
Percolation threshold, shells 1 to 1: 0.2010 +- 0.0023 (sampling error)
Percolation threshold, shells 1 to 2: 0.1334 +- 0.0021 (sampling error)
Percolation threshold, shells 1 to 3: 0.0626 +- 0.0016 (sampling error)
Nearest-neighbour mean-field kT: 0.0192 eV
Nearest-neighbour mean-field Curie temperature: 222.8 K
Isolated spin fraction, nearest neighbours, sampled: 0.3665
Isolated spin fraction, formula: 0.3677
Mean cluster size S, nearest neighbours: 2.891 spins
Path-counting upper bound on S: 9 spins
N<M^2>, Monte Carlo, kT = 0.01 J1: 2.788
N<M^2>, Monte Carlo, at nearest-neighbour mean-field kT: 2.099
Tetrahedron mean-field kT/J: 1
Tetrahedron <S^2> at kT = J, quadrature (maximum 16): 9.739
Tetrahedron <S^2> at kT = J, Monte Carlo: 9.792
Four-shell mean-field kT: 0.02578 eV
Four-shell mean-field Curie temperature: 299.2 K
Mean-field moment at 0.95 of that temperature: 0.2846
Site-resolved mean-field temperature, one sample: 801.3 K
Spins carrying its leading vector: 6.357
Spins in that sample: 553
Monte Carlo Curie temperature, disorder set 1: 44.27 K
Monte Carlo Curie temperature, disorder set 2: 43.23 K
Monte Carlo kTc, mean of sets: 0.00377 eV
Monte Carlo Curie temperature, mean of sets: 43.75 K
Mean field / Monte Carlo: 6.839
J1 tripled: mean-field temperature multiplied by: 2.489
J1 tripled: Monte Carlo temperature multiplied by: 1.048
Seven equal shells: Monte Carlo / mean field: 0.7877
Full lattice, nearest neighbours: Monte Carlo / mean field: 0.9534
Full lattice, nearest neighbours: RPA / mean field: 0.7437
Full-lattice average W: 1.345
Tail to shell 7: mean-field temperature multiplied by: 1.042
Tail to shell 7: Monte Carlo temperature multiplied by: 1.889
Quantum mean-field factor (S+1)/S for S = 5/2: 1.4
Largest dipolar pair energy at nearest distance: 4.323e-05 eV
\end{verbatim}
